# Biaxial tension that makes (001) germanium a direct-gap semiconductor

## Problem

Unstrained germanium has an indirect gap. Its valence band is highest at the zone centre $\Gamma$, while its conduction band is lowest at the four equivalent $L$ points, at the zone boundary along the $\langle111\rangle$ directions. The conduction edge at $\Gamma$ lies higher than the $L$ edge by

$$S=E_\Gamma-E_L=0.136\ \text{eV}.$$

A germanium film with its surface normal along $z=[001]$ is stretched by the same strain $e$ along $x=[100]$ and $y=[010]$. Its top face is free. The separation of the two conduction edges responds to a change of volume $V$ through the relative volume deformation potential

$$a=\frac{d(E_\Gamma-E_L)}{d\ln V}=-6.7\ \text{eV},$$

and the ratio of the elastic constants is $r=C_{12}/C_{11}=0.376$. At what in-plane strain does the gap become direct?

Tension counts as positive. The strain $\varepsilon_{ij}$ is uniform, elastic and small, so that first order in strain suffices for the main result. The valence top is assumed to stay at $\Gamma$. The gap is then direct when the lowest conduction edge is also at $\Gamma$. A third set of conduction minima, the $\Delta$ valleys along the cube axes, is assumed to stay higher; this is examined below.

## First estimate by scaling

The separation closes when the volume has grown by a fraction of order

$$\frac{\delta V}{V}\sim\frac{S}{|a|}=\frac{0.136}{6.7}=2.03\%.$$

Two of the three edges of a small cube in the film are stretched by $e$. If the third kept its length, the volume would grow by the fraction $2e$, which gives

$$e_0=\frac{S}{2|a|}\approx1.0\%.$$

The estimate leaves two questions open. A film pulled sideways becomes thinner, which takes back part of the volume. The strain also changes the shape of the crystal, from cubic to tetragonal, and it has to be shown that this does not shift the two edges relative to each other.

## Solution to first order in strain

### The strain of the film

No force acts on the top face, so the stress components $\sigma_{zz}$, $\sigma_{xz}$ and $\sigma_{yz}$ vanish. In a cubic crystal with axes along the cube edges, each shear stress is proportional to its own shear strain, with the nonzero constant $C_{44}$. Hence $\varepsilon_{xz}=\varepsilon_{yz}=0$. The in-plane shear $\varepsilon_{xy}$ is zero because the film is stretched equally along $x$ and $y$ without shearing. The normal stress is

$$\sigma_{zz}=C_{11}\varepsilon_{zz}+C_{12}(\varepsilon_{xx}+\varepsilon_{yy})
=C_{11}\varepsilon_{zz}+2C_{12}e=0,$$

and therefore

$$\varepsilon_{zz}=-2re=-0.752\,e.$$

A numerical minimisation of the full cubic elastic energy over $\varepsilon_{zz}$, $\varepsilon_{xz}$ and $\varepsilon_{yz}$, with rough values of $C_{11}$ and $C_{44}$ and the given $r$, also gives $-0.752$.

The volume is multiplied by $(1+e)^2(1+\varepsilon_{zz})$. To first order its logarithm changes by the trace of the strain:

$$\delta\ln V=\mathrm{Tr}\,\varepsilon=2e-2re=2(1-r)e=1.248\,e.$$

Thinning thus removes the fraction $r$ of the volume gain assumed in the estimate. Mechanical stability of a cubic crystal requires $C_{11}>C_{12}$, so $1-r$ is positive and in-plane tension does increase the volume.

### Why the change of shape drops out at $\Gamma$

Apart from spin, the conduction edge at $\Gamma$ is a single level. Strain keeps both inversion and time-reversal symmetry, so it does not split the spin pair. The first-order shift of such a level is a linear function of the strain,

$$\delta E_\Gamma=\sum_{ij}D_{ij}\varepsilon_{ij},$$

with a symmetric tensor $D$ that belongs to the unstrained crystal and must share its cubic symmetry. A half turn about $z$ reverses the signs of $D_{xz}$ and $D_{yz}$, so both are zero. A half turn about $x$ removes $D_{xy}$ in the same way. A threefold rotation about $[111]$ exchanges the axes cyclically and makes the diagonal elements equal. What remains is

$$\delta E_\Gamma=a_\Gamma\,\mathrm{Tr}\,\varepsilon .$$

A change of shape at constant volume has zero trace, so it has no first-order effect on this edge.

### Why the four $L$ valleys move together

An $L$ valley has lower symmetry. Let $\mathbf n$ be the unit vector along its axis. Its shift is again linear in the strain, but the tensor needs to be unchanged only by the symmetry operations of that valley. These include rotations by $120^\circ$ about $\mathbf n$. A symmetric tensor with this property has $\mathbf n$ as a principal axis. Across $\mathbf n$ it is isotropic, because an ellipse that is unchanged by a $120^\circ$ rotation is a circle. The tensor therefore has two independent constants:

$$\delta E_L(\mathbf n)=\Xi_d\,\mathrm{Tr}\,\varepsilon+\Xi_u\,\mathbf n\cdot\varepsilon\cdot\mathbf n .$$

For the four valleys $\mathbf n=(s_x,s_y,s_z)/\sqrt3$, where each $s_i$ is $+1$ or $-1$, and opposite vectors denote the same valley. Then

$$\mathbf n\cdot\varepsilon\cdot\mathbf n=\tfrac13\mathrm{Tr}\,\varepsilon
+\tfrac23\left(s_xs_y\varepsilon_{xy}+s_ys_z\varepsilon_{yz}+s_zs_x\varepsilon_{zx}\right).$$

The signs that distinguish the valleys appear only with shear strains, and the film has none. All four valleys therefore shift by

$$\delta E_L=\left(\Xi_d+\tfrac13\Xi_u\right)\mathrm{Tr}\,\varepsilon\equiv a_L\,\mathrm{Tr}\,\varepsilon .$$

The choice of the (001) plane enters here. A film stretched in a (111) plane has shear components along the cube axes. Its $L$ valleys split, and the volume coefficient alone no longer decides the crossing.

These symmetry statements were tested on a plane-wave pseudopotential model of germanium. The model has a lattice constant of 5.66 Å and form factors of $-0.23$, $0.01$ and $0.06$ Ry at squared wave numbers 3, 8 and 11, in units of $(2\pi/\text{lattice constant})^2$. A quadratic curve through these points supplies the values in the strained crystal. Spin-orbit coupling is left out, and the atoms are carried along by the uniform strain. The basis holds plane waves up to a squared wave number of 21 in the same units. The results are:

- For the traceless strain $\mathrm{diag}(1,1,-2)$, the slopes of the $\Gamma$ and $L$ edges are below $10^{-5}$ eV per unit strain.
- Under the film's strain the four $L$ levels agree to within rounding error. Setting all three tensor shears to 1% instead splits them by about 340 meV. Under shear the two sublattices of a real crystal also shift against each other, which this number leaves out; with an internal-strain parameter of 0.55 the model gives about 410 meV.
- The volume coefficient of $E_\Gamma-E_L$ is $-6.537$ eV in this model. Multiplied by 1.248 it gives $-8.158$ eV, which is also the slope found directly from the bands under the film's strain.

The last digits depend on the basis: a larger one moves the coefficient to $-6.557$ eV. The coefficient also depends on the curve drawn through the form factors, and other smooth curves through the same three points give values from $-6.6$ to $-7.4$ eV. Its closeness to the given $-6.7$ eV is therefore only rough. The model's unstrained separation, 0.27 eV, is about twice $S$. The solution uses the given values. The model serves to test the structure of the argument.

### The crossing

The relative potential is $a=a_\Gamma-a_L$. Subtracting the two shifts gives

$$E_\Gamma-E_L=S+(a_\Gamma-a_L)\mathrm{Tr}\,\varepsilon=S+2a(1-r)e .$$

The valence band does not enter. Strain shifts and splits it, but the direct and the indirect gap are measured from the same valence top, which cancels in their difference.

Since $a$ is negative, the separation falls as the tension rises. It vanishes at

$$\boxed{e^*=\frac{S}{2|a|(1-r)}}$$

With the given numbers the slope is $-6.7\times1.248=-8.362$ eV per unit strain, or $-83.6$ meV for each per cent, and

$$e^*=\frac{0.136}{8.362}=1.63\%.$$

The gap is indirect below this strain and direct above it. The separation is $+10.6$ meV at 1.5% and $-31.2$ meV at 2.0%. Germanium therefore becomes direct near 1.6% biaxial tension. At the crossing the film is thinner by 1.22%, and its volume is larger by 2.03%.

## Comparison of the estimate with the solution

The estimate had the required volume change right and the conversion to in-plane strain wrong. The ratio of the two results is

$$\frac{e^*}{e_0}=\frac{1}{1-r}=\frac{1}{0.624}\approx1.6 .$$

If the estimate is inserted into the solution, the separation left over is

$$S-2|a|(1-r)\frac{S}{2|a|}=S-(1-r)S=rS,$$

so the fraction $r$ of the original separation, about 51 meV, is still open, and the film is still indirect. The two results would agree for $r=0$, when stretching the film would not thin it. As $r$ approaches 1, thinning cancels the volume gain and the required strain grows without bound. The small-strain theory fails before that limit is reached.

## A second case: pulling along one axis

Suppose the crystal is pulled along $[100]$ alone, with its side faces free. There is again no shear along the cube axes, so the $L$ valleys stay together and the condition is still $\mathrm{Tr}\,\varepsilon=S/|a|$. Adding the three normal stresses of a cubic crystal gives

$$\mathrm{Tr}\,\sigma=(C_{11}+2C_{12})\,\mathrm{Tr}\,\varepsilon .$$

The same volume change therefore needs the same sum of normal stresses. The film has two equal stresses and the pulled bar has one, so the bar needs twice the film stress.

For the strain of the bar, let its transverse strain be $-\nu e$. The vanishing side stress requires

$$C_{12}e-(C_{11}+C_{12})\nu e=0,\qquad \nu=\frac{r}{1+r}.$$

The trace is then

$$\mathrm{Tr}\,\varepsilon=(1-2\nu)e=\frac{1-r}{1+r}\,e,$$

and the crossing lies at

$$e^*_{\text{bar}}=\frac{S}{|a|}\,\frac{1+r}{1-r}=2(1+r)\,e^* .$$

With $r=0.376$ the bar must be stretched about 2.75 times as far as the film. At such a strain, about 4.5%, the first-order result is too low. The full logarithm of the volume alone moves the crossing to about 4.8%. The second-order effect of shape adds more: with three other smooth curves through the same form factors, the pseudopotential model, scaled to the same first-order crossing, puts the bar's crossing at 5.6 to 6.0%, about 3.3 to 3.4 times the film's.

## What the first-order result leaves out

**Finite volume change.** If $a$ is taken as constant with respect to $\ln V$, the logarithm can be carried to second order:

$$\ln\frac{V}{V_0}=2\ln(1+e)+\ln(1-2re)\approx2(1-r)e-(1+2r^2)e^2 .$$

The negative second term means that a little more strain is needed. Solving with the full logarithm moves the crossing from 1.626% to 1.654%.

**Second-order effect of shape.** Symmetry removes the shape change in first order only. In the pseudopotential model, the shape change at the crossing, applied at constant volume, raises $E_\Gamma-E_L$ by about 5 meV (4.9 meV in the basis used, 4.8 meV in a larger one, and up to 6.4 meV with other curves through the form factors). Divided by the slope, this is a further 0.06 to 0.08% of strain. Both corrections have the same sign, and together they bring the crossing to about 1.7%. Nonlinear elasticity and a change of $a$ with volume are not included.

**The input values.** Since $e^*$ is proportional to $S/|a|$, small relative errors in $S$ and $a$ pass directly into the result. An assumed uncertainty of 0.5 eV in $a$ spreads the crossing from 1.51% to 1.76%. This is larger than either correction above, so a third digit in $e^*$ has no physical weight.

**The $\Delta$ valleys.** Relative to the $L$ edge, the valley along cube axis $j$ lies at

$$E_{\Delta,j}-E_L=\delta+b\,\mathrm{Tr}\,\varepsilon+\Xi_\Delta\left(\varepsilon_{jj}-\tfrac13\mathrm{Tr}\,\varepsilon\right).$$

Rough values are $\delta=0.19$ eV, $b=4.1$ eV and $\Xi_\Delta=9.4$ eV. Thinning lowers the valleys along $z$. At the crossing the bracket for $j=z$ is $-1.22\%-0.68\%=-1.90\%$, and

$$E_{\Delta,z}-E_L\approx0.19+4.1\times0.0203-9.4\times0.0190\approx0.095\ \text{eV}.$$

The in-plane $\Delta$ valleys lie higher, at about 0.36 eV. With these parameters the assumption made at the start holds, though the margin is only about half the unstrained offset.

## The film in practice

The in-plane stress follows from inserting $\varepsilon_{zz}=-2re$ into Hooke's law:

$$\sigma_{xx}=C_{11}e+C_{12}e+C_{12}\varepsilon_{zz}
=\left(C_{11}+C_{12}-\frac{2C_{12}^2}{C_{11}}\right)e .$$

With the rough value $C_{11}\approx130$ GPa, the bracket is about 140 GPa. The stress at the crossing is then about $140\times0.0163\approx2.3$ GPa.

A real case for comparison is a germanium layer grown hot on a silicon wafer for a light source or detector. Germanium contracts more than silicon on cooling, and the thick wafer holds the layer stretched. With rough expansion coefficients of 5.9 and 2.6 ppm/K, and a layer free of stress at the growth temperature, cooling by 600 K leaves a strain of

$$(5.9-2.6)\times10^{-6}\times600\approx0.20\%.$$

This is about one eighth of $e^*$. It lowers the separation from 136 to 119 meV, so such a layer remains indirect, and the rest of the strain must come from another source, such as a stressed overlayer or a suspended structure. The given $S$ and $r$ are typical of germanium near room temperature. The assumption of equal, uniform stretching can fail in a device. A narrow suspended bridge is pulled mainly along one direction, and for a pull along $[100]$ the required strain rises by a factor of 2.75 in first order, and by more than that once second-order effects are counted. Temperature matters less: if $S$ is larger by roughly 0.01 eV in a cold device, the film's crossing moves to 1.75%. Whether a film bears a stress above 2 GPa without cracking or forming dislocations depends on its thickness and defects, which this calculation does not treat.

### A direct gap does not put most electrons at $\Gamma$

Consider the moment when the two edges coincide. For a low electron density the occupation of a state falls as $\exp(-E/k_BT)$, with $E$ measured from the common edge. A valley with principal masses $m_1,m_2,m_3$ then holds a number of electrons proportional to

$$\int d^3k\,\exp\left(-\sum_i\frac{\hbar^2k_i^2}{2m_ik_BT}\right)
=\prod_i\frac{\sqrt{2\pi m_ik_BT}}{\hbar}\ \propto\ \sqrt{m_1m_2m_3}.$$

The temperature enters every valley in the same way and cancels in the ratio. There is one $\Gamma$ valley with mass $m_\Gamma$ and there are four $L$ valleys, each with one longitudinal mass $m_l$ and two transverse masses $m_t$. The share at $\Gamma$ is

$$f_\Gamma=\frac{m_\Gamma^{3/2}}{m_\Gamma^{3/2}+4\sqrt{m_lm_t^2}} .$$

With the rough unstrained values $m_\Gamma=0.038$, $m_l=1.6$ and $m_t=0.082$, in units of the free-electron mass, this gives $f_\Gamma\approx1.8\%$. The unstrained $m_\Gamma$ makes this an overestimate: tension narrows the direct gap, and a narrower direct gap goes with a lighter $\Gamma$ mass, so the share at the crossing is somewhat smaller. The $\Delta$ valleys are left out of the count; including them would lower the share further.

At the crossing the gap changes its character while nearly all the electrons are still in the $L$ valleys. A higher electron density does not change this share while the edges are level and the valleys are parabolic. The density of states of each valley then rises as the square root of the energy above the common edge, with a prefactor proportional to $\sqrt{m_1m_2m_3}$, so all valleys fill in the same proportion. More strain, which lowers $\Gamma$ below $L$, raises the share at $\Gamma$. The strain $e^*$ marks the order of the band edges and is not a threshold for efficient light emission. The numerical output lists the values used here.

## Computed results

```
Given separation S = 0.136 eV
Given relative volume potential a = -6.7 eV
Given C12/C11 = 0.376
Perpendicular / in-plane strain, formula = -0.752
Same from energy minimisation = -0.752
Volume change / in-plane strain = 1.248
Slope of E_Gamma - E_L = -8.362 eV per unit strain
Slope per 1% strain = -83.6 meV
Critical in-plane strain = 1.626 %
Perpendicular strain there = -1.223 %
Volume change there = 2.030 %
E_Gamma - E_L at 1.0 % strain = 52.4 meV
E_Gamma - E_L at 1.5 % strain = 10.6 meV
E_Gamma - E_L at 2.0 % strain = -31.2 meV
C11 used (rough) = 129 GPa
Biaxial modulus = 141.0 GPa
Film stress at crossing = 2.29 GPa
Model: Gamma slope, traceless strain = 6.0e-06 eV
Model: L slope, traceless strain = 4.3e-06 eV
Model: volume coefficient of Gamma-L = -6.537 eV
Model: biaxial slope, from bands = -8.158 eV
Model: biaxial slope, from rule = -8.158 eV
Model: L splitting at crossing strain = 4.3e-14 eV
Model: L splitting, 1% tensor shears = 340.8 meV
Model: second-order shape effect = 4.88 meV
Strain equivalent of that = 0.058 %
Crossing with finite volume change = 1.654 %
Assumed uncertainty of a = 0.5 eV
Crossing for larger |a| = 1.51 %
Crossing for smaller |a| = 1.76 %
Rough rise of S on cooling = 0.01 eV
Crossing with that S = 1.75 %
Delta-L offset, unstrained (rough) = 0.19 eV
Delta-L volume potential (rough) = 4.1 eV
Delta shear potential (rough) = 9.4 eV
Delta valleys along z above L at crossing = 0.095 eV
Delta valleys in plane above L at crossing = 0.363 eV
Expansion of Ge (rough) = 5.9 ppm/K
Expansion of Si (rough) = 2.6 ppm/K
Cooling interval = 600 K
Thermal mismatch strain = 0.198 %
E_Gamma - E_L at that strain = 119.4 meV
Gamma mass (rough) = 0.038 electron masses
L longitudinal mass (rough) = 1.59 electron masses
L transverse mass (rough) = 0.082 electron masses
Gamma share of Gamma+L electrons = 1.76 %
```
